# Electron waiting times from the idle-time determinant: Wigner surmise to exponential

## What the average current and its noise leave out

A fully open single channel biased at \(V=40\ \mu\text{V}\) passes one electron per \(h/(eV)=103.4\) ps on average. How much do the individual waits scatter? Independent arrivals would have a standard deviation equal to the mean, 103.4 ps. The zero-frequency noise of an open channel vanishes at zero temperature; if successive waits were independent, that would force a standard deviation of zero. Both answers are wrong. The determinant derived below gives 43.9 ps. The waits are spread, and they are correlated.

The model is one spin-polarised channel at zero temperature, without interactions. Its transmission \(T\) and the electron velocity are constant across the bias window. An ideal detector behind the scatterer registers electrons above the Fermi level of the receiving lead. Times are measured in units of \(\bar\tau=h/(eV)\) and written \(u\) or \(x\). The registration rate is then \(T\), and the mean wait is \(1/T\).

## Two electrons by hand

Put two electrons on a time axis of period 2. The allowed energies are spaced by \(h/(2\bar\tau)=eV/2\), so two levels fill the bias window. Their orbitals are \(\phi_k(x)=e^{-i\pi kx}/\sqrt2\), \(k=0,1\). The Slater determinant gives the joint density

\[
|\Psi|^2=\tfrac12\cdot\tfrac14\left|e^{-i\pi x_2}-e^{-i\pi x_1}\right|^2=\tfrac14\left[1-\cos\pi(x_1-x_2)\right].
\]

It vanishes when the two times coincide, by the Pauli principle.

The scatterer sends each electron into the transmitted arm with probability \(T\) and into the reflected arm with probability \(1-T\). Let \(\chi(x)=1\) inside the window \([0,u]\), \(u\le2\), and 0 outside. "No registration in the window" allows the reflected arm at all times and the transmitted arm outside the window. Each electron thus carries the factor \((1-T)+T(1-\chi)=1-T\chi\). The idle probability is

\[
\Pi=\tfrac14\left[\left(\int_0^2(1-T\chi)\,dx\right)^2-\left|\int_0^2(1-T\chi)e^{i\pi x}dx\right|^2\right].
\]

The first integral is \(2-Tu\). In the second, the 1 integrates to zero over the period, and \(|\int_0^ue^{i\pi x}dx|=(2/\pi)\sin(\pi u/2)\). Hence

\[
\Pi(u)=\left(1-\frac{Tu}{2}\right)^2-\frac{T^2}{\pi^2}\sin^2\frac{\pi u}{2}.
\]

This is the determinant of \(1-TO\), where \(O\) is the \(2\times2\) matrix of orbital overlaps on the window: its diagonal elements are \(u/2\) and its off-diagonal elements have modulus \(\sin(\pi u/2)/\pi\).

To reach the wait, compare the empty interval \([a,b]\) with the longer interval \([a-da,b]\). The difference of their idle probabilities is the probability of a registration in \(da\) followed by silence until \(b\). It equals \(-\Pi'(b-a)\,da\). Dividing by the probability \(T\,da\) of a registration gives the probability that the wait exceeds \(u\), and minus its derivative is the waiting density:

\[
S=-\frac{\Pi'}{T},\qquad w(u)=-S'=\frac{\Pi''}{T}.
\]

For two electrons, \(\Pi'=-T(1-Tu/2)-(T^2/2\pi)\sin\pi u\), so \(\Pi''=T^2(1-\cos\pi u)/2\) and

\[
w(u)=T\sin^2(\pi u/2).
\]

At \(T=1\) this has unit norm and unit mean on \([0,2]\). At \(T<1\) its norm is \(T\): with probability \(1-T\) the partner was reflected, and the next registration is the same electron one period later. That artefact of the short period disappears with many electrons.

## Many electrons

Take \(N\) electrons in \(N\) levels on a period \(N\), with \(\phi_k=e^{-2\pi ikx/N}/\sqrt N\). Expanding both determinants in \(|\Psi|^2\) over permutations \(P,Q\),

\[
\Pi_N=\frac1{N!}\sum_{P,Q}\operatorname{sgn}(PQ)\prod_{j=1}^N\int(1-T\chi)\,\phi^*_{P(j)}\phi_{Q(j)}\,dx .
\]

For each \(P\), relabelling the factors turns the sum over \(Q\) into the same determinant. The \(N!\) equal terms cancel the prefactor, and orthonormality gives

\[
\Pi_N=\det(1-TO),\qquad O_{kl}=\int_0^u\phi_k^*\phi_l\,dx .
\]

Write \(O=B^\dagger B\), where \(B\) maps level amplitudes to functions of time on the window. Since \(B^\dagger B\) and \(BB^\dagger\) share their nonzero eigenvalues, the determinant can be taken in time instead. The kernel of \(BB^\dagger\) is a geometric sum, equal up to phases that cancel in determinants to

\[
\frac{\sin\pi(x-y)}{N\sin[\pi(x-y)/N]}\;\longrightarrow\;K(x,y)=\frac{\sin\pi(x-y)}{\pi(x-y)} .
\]

The limit \(N\to\infty\) is the idle-time determinant

\[
\boxed{\;\Pi(u)=\det(1-TK)_{[0,u]},\qquad W(\tau)=\langle\tau\rangle\frac{d^2\Pi}{d\tau^2},\qquad \langle\tau\rangle=\frac{\bar\tau}{T}\;}
\]

The kernel correction is of order \(1/N^2\). At \(T=0.5\), \(u=1.5\) the limit is 0.387704, and the finite determinants miss it by \(2.0\times10^{-5}\) for \(N=40\) and \(5.0\times10^{-6}\) for \(N=80\).

A real lead also has a filled Fermi sea. Let \(\psi_+(x)\) be the outgoing field restricted to energies above the receiving Fermi level. The state fills those energies with weight \(T\) up to \(eV\), so

\[
\langle\psi_+^\dagger(x)\psi_+(y)\rangle=T\int_0^1e^{2\pi i\epsilon(x-y)}d\epsilon=Te^{i\pi(x-y)}K(x,y).
\]

Wick's theorem makes the normally ordered \(n\)-time densities equal to \(\det[TK(x_i,x_j)]\), the same as in the limit above. Normal ordering matters because the energy filter and a sharp time window do not commute. "Registration" here means an event of the point process with these densities.

Expanding the factors \(1-T\chi\) gives another reading. If \(P_n\) is the probability of \(n\) electrons in the window at full transmission, then \(\Pi=\sum_nP_n(1-T)^n\). Partial transmission deletes electrons independently from the orderly stream.

## The algorithm without numerical derivatives

Differentiating a small determinant twice loses digits. Attach a factor \(\varepsilon(x)\) to each registration in the window. Its mean product is \(\det[1-TK(1-\varepsilon)]\), by the same argument that gave \(\Pi\). Factor out \(1-TK\):

\[
\det[1-TK+TK\varepsilon]=\Pi\,\det(1+R\varepsilon),\qquad R=(1-TK)^{-1}TK .
\]

The term linear in \(\varepsilon(x)\) is the density for one registration at \(x\) and no other, \(\Pi R(x,x)\). The quadratic term gives registrations at \(x\) and \(y\) and no others, \(\Pi[R(x,x)R(y,y)-R(x,y)^2]\). Place the points at the window's ends, where \(R(u,u)=R(0,0)\) by reflection. In scaled time \(s=\tau/\langle\tau\rangle=Tu\), with density \(p(s)=w/T\),

\[
S=\frac{\Pi R(0,0)}{T},\qquad p=\frac{\Pi\left[R(0,0)^2-R(0,u)^2\right]}{T^2}.
\]

1. Choose Gauss–Legendre nodes \(x_i\) and weights \(w_i\) on \([0,u]\). I use at least \(1.6u+24\) nodes, rounded up to a multiple of 40.
2. Form \(A_{ij}=\sqrt{w_i}K(x_i,x_j)\sqrt{w_j}\); then \(\Pi\simeq\det(1-TA)\).
3. With \(a_i(x)=T\sqrt{w_i}K(x_i,x)\), evaluate \(R(x,y)=TK(x,y)+a(x)^{\mathsf T}(1-TA)^{-1}a(y)\).
4. Insert \(R\) in \(S\) and \(p\).

Eighty more nodes change \(\Pi\) by less than \(10^{-15}\) at \((T,u)=(1,1),(0.5,6),(0.05,40)\).

Moments need less. As a function of \(s\), \(S=-\Pi'\) and \(p=\Pi''\). Two integrations by parts give

\[
\langle s\rangle=\int_0^\infty S\,ds=\Pi(0)=1,\qquad
\langle s^2\rangle=2\int_0^\infty sS\,ds=2\int_0^\infty\Pi\,ds .
\]

The boundary terms vanish. The eigenvalues \(\lambda\) of \(K\) lie between 0 and 1, and \(1-T\lambda\le e^{-T\lambda}\) with \(\operatorname{Tr}K=u\) gives \(\Pi\le e^{-s}\). Convexity then gives \(S(s)\le2\Pi(s/2)/s\). The relative variance (variance over squared mean) is \(2\int\Pi\,ds-1\), evaluated below with 60 Gauss–Legendre points on \(0\le s\le5+13(1-T)\).

## Full transmission: close to the surmise

The spacing of a \(2\times2\) random Hermitian matrix is proportional to the length of a three-component Gaussian vector, so its density has the form \(As^2e^{-Bs^2}\). Unit norm and unit mean require

\[
\frac{A\sqrt\pi}{4B^{3/2}}=1,\qquad \frac{A}{2B^2}=1
\quad\Rightarrow\quad B=\frac4\pi,\; A=\frac{32}{\pi^2}.
\]

This is the Wigner surmise. Its relative variance is \(3\pi/8-1=0.1781\); the determinant gives 0.1800.

The two laws are not identical. For \(u\ll1\) the waiting density reduces to the pair density divided by the squared rate:

\[
p(s)\simeq1-K(0,u)^2\simeq\frac{\pi^2u^2}{3}=\frac{\pi^2s^2}{3T^2}.
\]

At \(T=1\) the coefficient is \(\pi^2/3\), while the surmise has \(32/\pi^2\). On 126 equally spaced points from \(s=0.02\) to 5, the densities differ by at most 0.0052 and the cumulative distributions by at most 0.0016.

## Weak transmission: why the exponential appears

For \(0<T<1\), define \(f(\lambda)=\ln(1-T\lambda)-\lambda\ln(1-T)\). It vanishes at \(\lambda=0\) and 1, and \(f''=-T^2/(1-T\lambda)^2\) lies between \(-T^2/(1-T)^2\) and \(-T^2\). Therefore \(f-T^2\lambda(1-\lambda)/2\) is concave and zero at both ends, hence nonnegative. The same argument applies to \(T^2\lambda(1-\lambda)/[2(1-T)^2]-f\). Summing over the eigenvalues,

\[
\frac{T^2}{2}v(u)\le\ln\Pi-u\ln(1-T)\le\frac{T^2}{2(1-T)^2}v(u),\qquad v=\operatorname{Tr}(K-K^2).
\]

Here \(v\) is the variance of the electron number in the window at full transmission. Using \(2\int_0^\infty K(0,x)^2dx=1\),

\[
v=u-2\int_0^u(u-x)K(0,x)^2dx
=2u\int_u^\infty K(0,x)^2dx+\frac{2}{\pi^2}\int_0^u\frac{\sin^2\pi x}{x}dx .
\]

For large \(u\), \(\sin^2\) averages to \(1/2\) in the first term, which tends to \(1/\pi^2\). With \(y=2\pi x\), the second is \(\pi^{-2}\int_0^{2\pi u}(1-\cos y)\,dy/y\), which tends to \([\ln(2\pi u)+\gamma]/\pi^2\), where \(\gamma\) is Euler's constant. Thus

\[
v(u)\simeq\frac{\ln(2\pi u)+1+\gamma}{\pi^2}.
\]

At \(u=12\), both the integral and this law give 0.5978.

Now hold \(s=Tu\) fixed and let \(T\to0\). Since \(u\ln(1-T)=-s(1+T/2+T^2/3+\dots)\) and \(T^2v\to0\), we get \(\Pi\to e^{-s}\). For convex functions, convergence to a differentiable limit carries over to the slopes, so \(S\to e^{-s}\) for \(s>0\). The cumulative distribution becomes exponential. The density does not do so at every point: it still vanishes at \(s=0\), in a hole whose width in \(s\) is of order \(T\).

At fixed \(s>0\) and to first order in \(T\), \(\Pi\simeq e^{-s}(1-Ts/2)\). The omitted term \(T^2v(s/T)/2\) in \(\ln\Pi\) has the second derivative \(-K(0,s/T)^2\) with respect to \(s\), of size at most \(T^2/(\pi s)^2\). This is small beside \(T\) when \(s\gg\sqrt T/\pi\). There, two derivatives give

\[
p(s)\simeq e^{-s}\left(1+T-\frac{Ts}{2}\right).
\]

The short waits removed by the hole reappear as an excess up to \(s=2\), followed by a deficit.

The relative variance follows to second order from \(\ln\Pi\simeq-s(1+T/2+T^2/3)+T^2v(s/T)/2\). The first part integrates to \(1-T/2-T^2/12\). In the second, \(\int_0^\infty e^{-s}\ln s\,ds=-\gamma\) cancels the \(\gamma\) in \(v\). Doubling and subtracting 1,

\[
\frac{\operatorname{Var}\tau}{\langle\tau\rangle^2}\simeq1-T+T^2\left[\frac{\ln(2\pi/T)+1}{\pi^2}-\frac16\right].
\]

At \(T=0.05\) this gives 0.9511, as does the determinant.

At fixed \(T<1\) and long times, the bounds give \(\ln\Pi/u\to\ln(1-T)\). The idle probability decays at the rate \(-\ln(1-T)/\bar\tau\), faster than \(T/\bar\tau\). The upper bound diverges as \(T\to1\), so this argument does not cover full transmission.

## The crossover in numbers

For \(V=40\ \mu\text{V}\), \(\bar\tau=103.39\) ps, and the current at \(T=1\) is \(e/\bar\tau=1.550\) nA. At \(T=0.05\) the mean wait is \(103.39/0.05=2067.8\) ps, and the spread is \(2067.8\sqrt{0.9511}=2016.6\) ps. The last two columns give the largest difference of cumulative distributions from the surmise and from the exponential, on the same grid of \(s\); a finer grid raises these entries by less than 0.001, for example 0.273 to 0.274 and 0.021 to 0.022 in the last row. The bias is fixed throughout.

| \(T\) | mean (ps) | std (ps) | rel. var. | surmise | exp. |
|---|---|---|---|---|---|
| 1.00 | 103.4 | 43.9 | 0.180 | 0.002 | 0.280 |
| 0.80 | 129.2 | 73.7 | 0.325 | 0.082 | 0.240 |
| 0.50 | 206.8 | 154.4 | 0.558 | 0.186 | 0.169 |
| 0.20 | 517.0 | 465.9 | 0.812 | 0.248 | 0.078 |
| 0.05 | 2067.8 | 2016.6 | 0.951 | 0.273 | 0.021 |

By this measure the distribution at \(T=0.5\) is already slightly nearer the exponential. The densities show how the shape changes:

| \(s\) | \(T=1\) | surmise | \(T=0.5\) | \(T=0.05\) | exp. |
|---|---|---|---|---|---|
| 0.01 | 0.000 | 0.000 | 0.001 | 0.125 | 0.990 |
| 0.50 | 0.593 | 0.590 | 0.951 | 0.630 | 0.607 |
| 1.00 | 0.903 | 0.908 | 0.508 | 0.377 | 0.368 |
| 2.00 | 0.081 | 0.080 | 0.132 | 0.135 | 0.135 |
| 3.00 | 0.000 | 0.000 | 0.034 | 0.049 | 0.050 |

At \(T=0.05\), the first row lies in the Pauli hole. The next two exceed the exponential, the values at \(s=2\) agree, and the last is lower, as the first-order formula requires.

## Why zero noise does not mean equal waits

Independent deletion gives the count variance \(T(1-T)u+T^2v\): the first term is the deletion noise, the second the variance of the original stream. Dividing by the mean \(Tu\) gives the Fano factor, which tends to \(1-T\) because \(v\) grows only logarithmically.

If waits were independent, the time for \(n\) registrations would have variance \(n\operatorname{Var}\tau\). Converting time to number by division by \(\langle\tau\rangle\) would make the Fano factor equal to the relative variance. At \(T=1\) the values are 0 and 0.180, so successive waits must be correlated.

The correlation can be sampled. The eigenphases of a random unitary matrix have the squared Slater determinant above as their joint density. In 1500 such matrices of size 40, neighbouring spacings have a sampled correlation coefficient of \(-0.30\); the exact value, from the probabilities of zero and of one electron in a window, is \(-0.31\). The sign means that a long wait tends to be followed by a short one. At weak transmission the Fano factor and the relative variance agree to first order in \(T\).

## Set beside a real point contact

The bias suits a quantum point contact in a GaAs two-dimensional electron gas. Rough values are an electron temperature of 20 mK (at the low end of what is reached in practice), a field of 8 T in the plane of the gas, \(|g|=0.44\) and a barrier energy scale \(\hbar\omega=1\) meV. A perpendicular field of that strength would make the barrier's transmission change much faster with energy, and the barrier and spin estimates below would not apply.

Temperature replaces the sharp occupation by \(Tf_L+(1-T)f_R\), with \(f_L,f_R\) the Fermi functions of the source and receiving leads. Keeping the detector threshold at the receiving Fermi level and using the resulting kernel in the determinant changes the relative variance from 0.180 to 0.187 at \(T=1\), and from 0.558 to 0.559 at \(T=0.5\). In the latter case, reflected thermal electrons also raise the detected rate by 3.0%. These shifts grow quickly with temperature: at 50 mK the relative variance at \(T=1\) is 0.220, and the rate excess at \(T=0.5\) is 7.5%.

For a parabolic barrier, \(T(E)=1/[1+e^{-2\pi(E-E_0)/\hbar\omega}]\). Centred in the bias window, it runs from 0.469 to 0.531 and lowers the relative variance by 0.0006.

Spin is the larger concern. Two equally open, independent spin channels have idle probability \(\Pi^2\) and twice the rate. Their relative variance is \(4\int\Pi^2ds-1\), with \(s\) still scaled by the single-channel mean: 0.424 at \(T=1\) and 0.625 at \(T=0.5\). The bare Zeeman energy, 204 µeV, exceeds the 40 µeV window but is comparable with the barrier's rounding energy \(\hbar\omega/2\pi\approx160\) µeV. It does not by itself close one spin channel while the other is open. The single-channel result needs a larger effective splitting, or leads that supply one spin only.

Coulomb interaction and the detector's response time are left out and not sized here. A detector would have to resolve single electrons well within 100 ps to see the distribution at full transmission; a lower bias lengthens the waits, but makes temperature matter more.

Numbers in the example were calculated in double precision.
